# The Efros–Shklovskii Coulomb gap and its hopping exponent in three dimensions

Consider electrons on localized sites at random positions in three dimensions, on the insulating side of the metal–insulator transition. Each site \(i\) holds \(n_i=0\) or \(1\) electron and has a random energy \(\varphi_i\). A uniform background of charge \(\tfrac12\) per site keeps the half-filled system neutral. In Hartree atomic units, with \(k_B=1\) and dielectric constant \(\kappa\), the energy is

\[
H=\sum_i\varphi_i n_i+\frac12\sum_{i\neq j}\frac{(n_i-\frac12)(n_j-\frac12)}{\kappa r_{ij}} .
\]

Tunnelling is neglected in \(H\) and enters later through the decay \(\exp(-r/\xi)\) of the localized wave functions. The energy of site \(i\) in the field of all the others is

\[
\varepsilon_i=\varphi_i+\sum_{j\neq i}\frac{n_j-\frac12}{\kappa r_{ij}} ,
\]

measured from the Fermi level. The density of states \(g(\varepsilon)\) counts sites per unit volume and energy. The interaction is unscreened, and \(g\) refers to zero temperature.

Move one electron from an occupied site \(i\) to an empty site \(j\), holding all other electrons fixed. Then \(\delta n_i=-1\) and \(\delta n_j=+1\). The terms of \(H\) linear in these changes give \(\varepsilon_j-\varepsilon_i\). The quadratic term appears twice in the double sum, which cancels the factor \(\tfrac12\), and gives \(\delta n_i\,\delta n_j/(\kappa r_{ij})=-1/(\kappa r_{ij})\). In a ground state the transfer cannot lower the energy, so

\[
\Delta_{ij}=\varepsilon_j-\varepsilon_i-\frac{1}{\kappa r_{ij}}\ge 0 .
\]

The last term is the attraction between the electron and the hole it leaves: \(\varepsilon_j\) was computed with the electron still on \(i\), and that repulsion disappears when it moves. Since the term is positive, every occupied level lies below every empty one, and the Fermi level can be placed between them. An occupied and an empty site that are both close to the Fermi level must therefore be far apart in space.

To turn this into a limit on \(g\), let \(n(E)\) be the density of sites with \(|\varepsilon|\le E\), and call these the near sites. For an occupied and an empty near site, \(\varepsilon_j-\varepsilon_i\le 2E\), so stability requires \(r_{ij}\ge 1/(2\kappa E)\). It requires nothing of two occupied or two empty sites. Let \(p\) be the fraction of near sites whose nearest near neighbour has the opposite occupation. Such a site has no near site at all within \(1/(2\kappa E)\). Balls of radius \(1/(4\kappa E)\) around these sites are therefore disjoint, and their total volume cannot exceed the volume of the system:

\[
p\,n(E)\,\frac{4\pi}{3}\Big(\frac{1}{4\kappa E}\Big)^3\le1
\quad\Longrightarrow\quad
n(E)\le\frac{48\,\kappa^3E^3}{\pi p}.
\]

If \(g\propto|\varepsilon|^m\), then \(n\propto E^{m+1}\). When \(p\) stays above some positive number as \(E\to0\), the inequality demands \(m\ge2\): the density of states cannot vanish more slowly than \(\varepsilon^2\).

The condition on \(p\) cannot be dropped. Put many occupied sites at \(\varepsilon=-E\) in one region and many empty sites at \(\varepsilon=+E\) in another, at least \(1/(2\kappa E)\) away. The random energies \(\varphi_i\) can be chosen to give these values whatever the positions. Every transfer between the regions costs \(2E-1/(\kappa r)\ge0\), yet the density inside each region is unlimited. Stability against one-particle transfers thus gives a quadratic bound only together with spatial mixing of the two kinds of site.

A small simulation shows how far this carries. Take 1000 sites on a periodic cubic lattice with unit spacing, \(\kappa=1\), nearest-image Coulomb interaction and \(\varphi_i\) uniform between \(-1\) and \(1\). Starting from the lowest \(\varphi_i\) filled, the most favourable transfer is made repeatedly until none lowers the energy. Over eight samples, \(n(0.3)=0.016\) and \(n(0.6)=0.153\) per site, against 0.30 and 0.60 without interaction. The statistical errors are about 0.002 and 0.004; larger sets of samples, with sides from 8 to 12, give about 0.018 and 0.16. The ratio gives an effective power, uncertain by about 0.15,

\[
m=\frac{\ln(0.1534/0.0164)}{\ln2}-1\approx2.2 .
\]

The mixed fraction is \(p=0.15\) for the narrower window and \(0.25\) for the wider one when one of several equidistant nearest neighbours is picked arbitrarily. Such ties are common on a lattice: depending on how they are counted, \(p\) lies between about 0.14 and 0.18 in the narrower window and between 0.13 and 0.32 in the wider one. The bound then stands at 2.7 and 13 per site, above the total site density, so it does not restrict these windows; its content is the scaling at small \(E\). Two windows with this ambiguity show no clear trend in \(p\) and do not establish a positive limit. If \(p\) fell as a power of \(E\), the bound on \(m\) would be weaker than 2.

Stability together with spatial mixing gives only an upper limit, and a value for \(g\) needs a further assumption. Suppose that the pair constraints alone deplete a constant bare density \(g_0\), and that the sites are otherwise independent. An empty site at \(\varepsilon>0\) is allowed if no occupied site at \(-\varepsilon'\) lies within \(1/[\kappa(\varepsilon+\varepsilon')]\). With \(g\) even in energy, the mean number of forbidden partners is

\[
\Lambda(\varepsilon)=\int_0^\infty g(\varepsilon')\,\frac{4\pi}{3}\,\frac{d\varepsilon'}{\kappa^3(\varepsilon+\varepsilon')^3}.
\]

For independent positions the number of partners has a Poisson distribution, and the probability of finding none is \(e^{-\Lambda}\). Using the depleted density for the partners gives the mean-field equation

\[
g(\varepsilon)=g_0\,e^{-s\Lambda(\varepsilon)} .
\]

Here \(s=1\) for the void probability just described. One may instead divide the weight of each pair constraint equally between its two sites, which gives \(s=\tfrac12\). Correlations among three or more sites are neglected in both versions, so the choice is part of the approximation.

Try \(g\propto|\varepsilon|^m\) at small energy. If \(m>2\), the integral converges at \(\varepsilon=0\), because its integrand behaves as \(\varepsilon'^{\,m-3}\). Then \(\Lambda(0)\) is finite and \(g(0)>0\), contrary to the assumption. If \(m<2\), substituting \(\varepsilon'=\varepsilon x\) shows that \(\Lambda\) grows as \(\varepsilon^{m-2}\), which makes \(g\) exponentially small, again a contradiction. For \(m=2\) write \(g=\alpha\kappa^3\varepsilon^2\) up to some energy \(\varepsilon_c\). With \(t=\varepsilon+\varepsilon'\),

\[
\int_0^{\varepsilon_c}\frac{\varepsilon'^2d\varepsilon'}{(\varepsilon+\varepsilon')^3}
=\int_\varepsilon^{\varepsilon+\varepsilon_c}\Big(\frac1t-\frac{2\varepsilon}{t^2}+\frac{\varepsilon^2}{t^3}\Big)dt
\simeq\ln\frac{\varepsilon_c}{\varepsilon}-\frac32 ,
\]

where the constant is \(-2+\tfrac12\) from the lower limit. Energies above \(\varepsilon_c\) add only another constant as \(\varepsilon\to0\). The factor \(\kappa^3\) in \(g\) cancels that in \(\Lambda\), and

\[
g\propto\exp\Big[-\frac{4\pi s\alpha}{3}\ln\frac{\varepsilon_c}{\varepsilon}\Big]\propto\varepsilon^{4\pi s\alpha/3}.
\]

The power must equal 2, which fixes the coefficient:

\[
g(\varepsilon)=\alpha\kappa^3\varepsilon^2,\qquad \alpha=\frac{3}{2\pi s}.
\]

The void probability gives \(\alpha=3/(2\pi)\approx0.477\), and equal sharing gives the familiar \(3/\pi\approx0.955\). The bare density has dropped out; it sets only the width of the gap, defined as the energy where the quadratic law reaches \(g_0\):

\[
\Delta=\Big(\frac{g_0}{\alpha\kappa^3}\Big)^{1/2}.
\]

In the lattice simulation, \(n(E)=\tfrac23\alpha E^3\) would give 0.0086 at \(E=0.3\) for \(s=1\) and 0.017 for \(s=\tfrac12\). The simulated 0.016 is close to the second value, but one window in small samples cannot determine the asymptotic coefficient.

The mean-field solution approaches its quadratic law slowly. Write \(g=\alpha\kappa^3\varepsilon^2[1+\delta(\varepsilon)]\) with small \(\delta=C\varepsilon^q\). Since \(4\pi s\alpha/3=2\), linearizing the logarithm of the mean-field equation gives

\[
C\varepsilon^q=-2C\varepsilon^q\int_0^{\varepsilon_c/\varepsilon}\frac{x^{2+q}}{(1+x)^3}\,dx+\text{const}.
\]

For \(0<\mathrm{Re}\,q<1\) the integral grows as \((\varepsilon_c/\varepsilon)^q/q\). Multiplied by \(\varepsilon^q\), this part does not depend on \(\varepsilon\) and joins the constant, which is balanced by the high-energy part of the solution. What remains is the analytic continuation of the beta function,

\[
B(3+q,-q)=\frac{\Gamma(3+q)\Gamma(-q)}{2}=-\frac{\pi(1+q)(2+q)}{2\sin\pi q},
\]

where \(\Gamma(3+q)=(2+q)(1+q)\Gamma(1+q)\) and \(\Gamma(1+q)\Gamma(-q)=-\pi/\sin\pi q\) were used. The condition \(1+2B=0\) becomes

\[
\sin\pi q=\pi(1+q)(2+q).
\]

A numerical root is \(q=0.134+0.987i\), accompanied by its complex conjugate. The correction therefore oscillates in \(\ln\varepsilon\) while decaying only as \(\varepsilon^{0.134}\). One period is \(2\pi/0.987\approx6.4\) in \(\ln\varepsilon\), nearly three decades of energy, over which the amplitude falls to about \(e^{-0.85}\approx0.43\) of its value. This ripple is a property of the mean-field equation. Whether a real Coulomb glass has it is not settled by this argument.

For transport, consider a hop between sites \(i\) and \(j\) with \(\varepsilon_j>\varepsilon_i\), in the regime where the relevant energies are large compared with \(T\). The rate contains the tunnelling factor \(e^{-2r/\xi}\), the probability that \(i\) is occupied and \(j\) empty, and the probability \(e^{-(\varepsilon_j-\varepsilon_i)/T}\) of absorbing the required phonon. To exponential accuracy the occupation factors cost \(\max(\varepsilon_i,0)\) and \(\max(-\varepsilon_j,0)\). The total activation energy is then

\[
\varepsilon_{ij}=\max(\varepsilon_i,0)+\max(-\varepsilon_j,0)+\varepsilon_j-\varepsilon_i
=\max(-\varepsilon_i,0)+\max(\varepsilon_j,0).
\]

This is the larger of \(|\varepsilon_i|,|\varepsilon_j|\) when both sites lie on one side of the Fermi level, and their sum otherwise. Both cases are contained in

\[
\varepsilon_{ij}=\tfrac12\big(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\big).
\]

The pair attraction \(1/(\kappa r)\) has been left out here and is taken up below. Each pair acts as a resistor proportional to \(\exp(2r_{ij}/\xi+\varepsilon_{ij}/T)\). These resistances spread over many orders of magnitude, so the current is limited by the largest resistor it cannot avoid. Keep the pairs with

\[
\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{T}\le u
\]

and raise \(u\) until they first connect the whole sample. At that critical level \(\sigma\propto e^{-u}\), apart from a prefactor that varies more slowly.

In the quadratic gap the temperature can be removed from this problem. Measure lengths and energies by

\[
r=\ell y,\quad \varepsilon=\eta x,\qquad \ell=\Big(\frac{\xi}{\kappa T}\Big)^{1/2},\quad
\eta=\Big(\frac{T}{\kappa\xi}\Big)^{1/2},\quad \ell\eta=\frac1\kappa .
\]

The density of sites in position and energy becomes

\[
\alpha\kappa^3\varepsilon^2\,d\varepsilon\,d^3r=\alpha\kappa^3(\eta\ell)^3x^2dx\,d^3y=\alpha x^2dx\,d^3y,
\]

and the resistance exponent becomes

\[
\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{T}=\frac{2y_{ij}+x_{ij}}{(\kappa\xi T)^{1/2}} .
\]

The scaled sites and the numerator contain no temperature. Percolation therefore occurs at a fixed value \(\sqrt\beta\) of the numerator, and

\[
\sigma\propto\exp\Big[-\Big(\frac{T_{ES}}{T}\Big)^{1/2}\Big],\qquad T_{ES}=\frac{\beta}{\kappa\xi}.
\]

The exponent \(\tfrac12\) does not depend on \(\alpha\), and hence not on the choice of \(s\). The omitted attraction is \(1/(\kappa r)=\eta/y\), which scales like every other energy; including it changes \(\beta\) but leaves the exponent alone. Physically, a hop of length \(r\) uses states within an energy of order \(1/(\kappa r)\). Its cost \(2r/\xi+c/(\kappa rT)\), with \(c\) a number of order one, is smallest at \(r=(c\xi/2\kappa T)^{1/2}\), where it equals \(2(2c/\kappa\xi T)^{1/2}\). Cooling lengthens the hop and narrows the energy band together.

The same counting covers other densities of states. Sites with \(|\varepsilon|>uT\) have no bond, and no bond is longer than \(u\xi/2\). In units of these two limits the bond condition is free of parameters, so for \(g=G|\varepsilon|^m\) the threshold is a fixed number \(n_c\) of sites:

\[
\frac{2G(uT)^{m+1}}{m+1}\Big(\frac{u\xi}{2}\Big)^3=n_c
\quad\Longrightarrow\quad u\propto T^{-(m+1)/(m+4)} .
\]

A constant density, \(m=0\), gives Mott's exponent \(\tfrac14\), and \(m=2\) gives \(\tfrac12\). With \(G=\alpha\kappa^3\) the quadratic case reads \(\alpha(\kappa\xi T)^3u^6/12=n_c\), so \(\beta=(12n_c/\alpha)^{1/3}\). Doubling \(\alpha\) lowers \(T_{ES}\) by a factor of only \(2^{1/3}\approx1.26\).

The number \(\beta\) has to be found numerically. Independent random sites with \(\alpha=3/(2\pi)\) and \(\kappa=\xi=1\) were placed in a cube of side 80, and the smallest \(u\) connecting two opposite faces was averaged over three samples. It is 15.40, 21.85 and 30.81 at \(T=0.04\), 0.02 and 0.01, and a fit gives the exponent 0.500. The first value, where the cube is largest compared with a hop, gives \(\beta=15.40^2\times0.04\approx9.5\). For \(\alpha=3/\pi\) this becomes 7.5. With a constant density of 0.017 in the same cube, \(u\) is 12.5, 17.5 and 26.1 at \(T=0.04\), 0.01 and 0.0025, with fitted exponent 0.264. The infinite system must give 0.25 by the scaling above; forty samples give 0.251, and exponents fitted to three samples scatter by about 0.008, so 0.264 is a fluctuation of nearly two standard deviations.

As an example take a model insulator with \(\kappa=10\), \(\xi=30\) bohr, \(g_0=10^{-3}\) per hartree per cubic bohr, and a bare band 0.01 hartree wide. The site density is \(10^{-5}\) per cubic bohr, a mean spacing of 46 bohr. This is only about \(1.5\,\xi\), too close for tunnelling in \(H\) to be safely neglected. If \(\xi\) were the Bohr radius of isolated donors, the product of \(\xi\) and the cube root of the site density would be 0.65, well above the value near 0.26 at which doped semiconductors become metallic. The example simply assumes that the states are localized, and its numbers illustrate the formulas rather than predict a material. With \(\alpha=3/(2\pi)\),

\[
\Delta=\Big(\frac{10^{-3}}{0.477\times10^3}\Big)^{1/2}=1.45\times10^{-3}\ \text{hartree}\approx39\ \text{meV},
\]

\[
T_{ES}=\frac{9.49}{10\times30}=0.0316\ \text{hartree}\approx1.0\times10^4\ \text{K}.
\]

At 5 K, \(u=(9990/5)^{1/2}\approx45\). The hopping band reaches \(uT=7.1\times10^{-4}\) hartree, about half the gap width, and the longest useful hop is \(u\xi/2\approx670\) bohr, or 35 nm. Since \(uT=(T_{ES}T)^{1/2}\), the band fills the gap at \(T=\Delta^2/T_{ES}\approx21\) K. Above roughly this temperature hopping increasingly samples the flatter density outside the gap, and the exponent \(\tfrac12\) is no longer justified. Thermal smearing of the gap, over energies of order \(T\), matters little while \(u\gg1\).

Departures from the quadratic law limit the accuracy of this estimate. Solving the mean-field equation for this band with \(s=1\), by Newton iteration on a logarithmic energy grid, gives the ratio \(g/(\alpha\kappa^3\varepsilon^2)\) as 1.66 at \(uT\), 2.23 at \(0.3\Delta\), 1.69 at \(0.1\Delta\), 0.43 at \(0.01\Delta\) and 1.15 at \(0.001\Delta\). Replacing \(\alpha\) by 1.66 times its value would lower \(T_{ES}\) by a factor \(1.66^{1/3}\approx1.18\), to about 8400 K. This is only a rough guide, because it takes the ratio at the edge of the hopping band, while the ratio is larger in part of the interior. The local power of \(g\) also departs from 2. Between \(0.3\Delta\) and \(uT=0.489\Delta\) it is

\[
m=2+\frac{\ln(1.66/2.23)}{\ln(0.489/0.3)}\approx1.4,
\]

and between \(0.1\Delta\) and \(0.3\Delta\) the same estimate gives \(m\approx2.25\). These local powers cannot simply be inserted in \((m+1)/(m+4)\). The hopping network uses all energies up to \(uT\), and the sites nearer the Fermi level can make the longer bonds. The apparent exponent has to be found by percolation with the computed density of states. Two samples at each temperature give \(u\approx40\) at 5 K and \(u\approx83\) at 1.25 K, that is \(u^2T\approx8000\) K and 8700 K, and an apparent exponent near 0.53 between them.

Doped semiconductors and other disordered insulators are the natural setting for this model. The chosen \(\kappa\) is ordinary for a semiconductor, while the site density, about \(7\times10^{19}\ \text{cm}^{-3}\), is that of heavy doping, at which silicon with common shallow donors is already metallic. The factor \(e^{-45}\approx3\times10^{-20}\) makes the example far more resistive than samples in which hopping is conveniently measured. Those usually lie closer to the metal–insulator transition, where a larger \(\kappa\xi\) lowers \(T_{ES}\). The value of \(\beta\) also carries a large uncertainty, because the simulated sites are uncorrelated and lack the pair attraction. A rough value near 3, not derived here, is customary in the analysis of data; it would reduce \(T_{ES}\) to about 3000 K and \(u\) at 5 K to about 25.

Real devices may also break the assumption of an unscreened interaction. A nearby metal plane leaves a dipolar interaction, falling as \(1/r^3\) along the plane, which is not treated here. If mobile charge instead screens the interaction exponentially beyond a length \(\lambda\), the radius of the excluded ball grows only logarithmically as the energies approach zero. Then \(\Lambda(0)\) is finite, \(g(0)\) is positive, and in a three-dimensional sample the exponent returns to \(\tfrac14\) once the hopping band is narrower than the energy range over which \(g\) has levelled off. In the example this becomes a concern when \(\lambda\) is shorter than the hops, which extend to some tens of nanometres.
